# Bardeen's Matrix Element and the Transmission of a Thick Rectangular Barrier: test program

```python
"""
Result under test (Hartree atomic units): the golden rule with Bardeen's matrix
element M gives the leading transmission of a thick rectangular barrier,
  T0 = 16 vL vR vB^2 exp(-2 kappa d) / ((vL^2 + vB^2) (vR^2 + vB^2)),
with relative error of order exp(-2 kappa d).
Symbols: d barrier width; kL, kR wave numbers in the left and right electrodes;
kappa decay constant in the barrier; vL = kL/mL, vR = kR/mR, vB = kappa/mB.
A stack is the tuple (UL, UB, UR, mL, mB, mR) of potentials and masses.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq
from scipy.linalg import eigh_tridiagonal

mp.mp.dps = 40


def waves(E, stack):
    UL, UB, UR, mL, mB, mR = stack
    kL = np.sqrt(2 * mL * (E - UL))
    kappa = np.sqrt(2 * mB * (UB - E))
    kR = np.sqrt(2 * mR * (E - UR))
    return kL, kappa, kR, kL / mL, kappa / mB, kR / mR


def prefactor(E, stack):
    _, _, _, vL, vB, vR = waves(E, stack)
    return 16 * vL * vR * vB**2 / ((vL**2 + vB**2) * (vR**2 + vB**2))


def leading_T(E, stack, d):
    return prefactor(E, stack) * np.exp(-2 * waves(E, stack)[1] * d)


def matched_T(E, stack, d):
    """Exact transmission from the four matching conditions."""
    _, kappa, _, vL, vB, vR = waves(E, stack)
    g = np.exp(-kappa * d)
    # unknowns: reflected, decaying, growing, transmitted amplitudes
    A = np.array([[1, -1, -g, 0],
                  [-1j * vL, vB, -vB * g, 0],
                  [0, g, 1, -1],
                  [0, -vB * g, vB, -1j * vR]], dtype=complex)
    t = np.linalg.solve(A, np.array([-1, -1j * vL, 0, 0], dtype=complex))[3]
    return abs(t)**2 * vR / vL


def sliced_T(E, stack, profile, d):
    """Transmission of an arbitrary barrier profile cut into flat slices."""
    mB = stack[4]
    _, _, _, vL, _, vR = waves(E, stack)
    h = d / len(profile)
    psi, w = 1.0 + 0j, 1j * vR
    for U in profile[::-1]:
        q = np.sqrt(2 * mB * (U - E) + 0j)
        c, s = np.cosh(q * h), np.sinh(q * h)
        psi, w = psi * c - w * mB / q * s, w * c - q / mB * psi * s
    incoming = (psi + w / (1j * vL)) / 2
    return vR / (vL * abs(incoming)**2)


def level(n, L, m, floor, UB, mB):
    """Energy of level n of a well closed by a hard wall and a thick barrier."""
    def phase(E):
        k, kap = np.sqrt(2 * m * (E - floor)), np.sqrt(2 * mB * (UB - E))
        return k * L + np.arctan2(k / m, kap / mB) - n * np.pi
    return brentq(phase, floor + 1e-13, UB - 1e-13, xtol=1e-16, rtol=1e-14)


def effective_length(L, k, kappa, v, vB):
    return L + (v * vB / k + v**2 / kappa) / (v**2 + vB**2)


def tuned_length(k, v, vB, nominal):
    """Length near the nominal one that puts a level at the wanted energy."""
    n = round((k * nominal + np.arctan(v / vB)) / np.pi)
    return (n * np.pi - np.arctan(v / vB)) / k


def golden_rule(E, stack, d, LL, LR):
    """Closed forms of |M|, right density of states and decay rate."""
    kL, kappa, kR, vL, vB, vR = waves(E, stack)
    eL = effective_length(LL, kL, kappa, vL, vB)
    eR = effective_length(LR, kR, kappa, vR, vB)
    edge = 2 * vL * vR / np.sqrt(eL * eR * (vL**2 + vB**2) * (vR**2 + vB**2))
    M = vB * edge * np.exp(-kappa * d)
    rho = eR / (np.pi * vR)
    return M, rho, 2 * np.pi * M**2 * rho


def pole_rate(E0, stack, d, LL):
    """Decay rate from the complex energy with a purely outgoing right wave."""
    UL, UB, UR, mL, mB, mR = [mp.mpf(float(z)) for z in stack]
    def mismatch(E):
        kL, kap = mp.sqrt(2 * mL * (E - UL)), mp.sqrt(2 * mB * (UB - E))
        vR, vB = mp.sqrt(2 * mR * (E - UR)) / mR, kap / mB
        s, w = mp.sin(kL * LL), kL / mL * mp.cos(kL * LL)
        th = mp.tanh(kap * d)
        return w + vB * s * th - 1j * vR * (s + w / vB * th)
    start = mp.mpf(float(E0))
    root = mp.findroot(mismatch, (start, start * (1 + mp.mpf('1e-6'))))
    return float(-2 * mp.im(root))


nodes, weights = np.polynomial.legendre.leggauss(400)


def integrate(f, a, b):
    return (b - a) / 2 * np.sum(weights * f((a + b) / 2 + (b - a) / 2 * nodes))


# ---- matrix element from its volume definition, with unequal masses ----
test = (0.0, 1.0, -0.3, 0.7, 0.5, 1.3)
UL, UB, UR, mL, mB, mR = test
LL, d_test = 12.0, 6.0
E = level(3, LL, mL, UL, UB, mB)
kL, kap, kR, vL, vB, vR = waves(E, test)
LR = tuned_length(kR, vR, vB, 60.0)
a, b = np.sin(kL * LL), np.sin(kR * LR)
tail = integrate(lambda x: np.exp(-2 * kap * x), 0, 30 / kap)
norm_L = integrate(lambda x: np.sin(kL * (x + LL))**2, -LL, 0) + a**2 * tail
norm_R = integrate(lambda y: np.sin(kR * (LR - y))**2, 0, LR) + b**2 * tail
overlap = integrate(lambda y: np.sin(kR * (LR - y)) * a
                    * np.exp(-kap * (d_test + y)), 0, LR)
mass_step = 0.5 * (1 / mR - 1 / mB) * kap * a * b * np.exp(-kap * d_test)
M_volume = abs((UR - E - kap**2 / (2 * mR)) * overlap + mass_step)
M_volume /= np.sqrt(norm_L * norm_R)
M_closed, rho_closed, _ = golden_rule(E, test, d_test, LL, LR)
assert abs(M_volume / M_closed - 1) < 1e-8

# ---- density of states from the spacing of levels ----
n_R = round((kR * LR + np.arctan(vR / vB)) / np.pi)
step = 1e-3
rho_levels = 2 * step / (level(n_R + step, LR, mR, UR, UB, mB)
                         - level(n_R - step, LR, mR, UR, UB, mB))
assert abs(rho_levels / rho_closed - 1) < 1e-6

# ---- exact splitting of two equal wells is 2|M| ----
twin = (UL, UB, UL, mL, mB, mL)
M_twin = golden_rule(E, twin, d_test, LL, LL)[0]


def parity_mismatch(energy, even):
    k, q, _, v, u, _ = waves(energy, twin)
    th = np.tanh(q * d_test / 2)
    return v * np.cos(k * LL) + u * np.sin(k * LL) * (th if even else 1 / th)


E_even = brentq(parity_mismatch, E - 2 * M_twin, E, args=(True,), xtol=1e-15)
E_odd = brentq(parity_mismatch, E, E + 2 * M_twin, args=(False,), xtol=1e-15)
split_ratio = (E_odd - E_even) / (2 * M_twin)
assert abs(split_ratio - 1) < 2e-3

# ---- golden-rule rate and transmission against the decay pole ----
for width in (4.0, 6.0, 8.0):
    small = np.exp(-2 * kap * width)
    rate = golden_rule(E, test, width, LL, LR)[2]
    exact_rate = pole_rate(E, test, width, LL)
    eL = effective_length(LL, kL, kap, vL, vB)
    assert abs(rate / exact_rate - 1) < 10 * small
    assert abs(exact_rate * 2 * eL / vL / matched_T(E, test, width) - 1) < 10 * small

# ---- leading transmission and its correction against wave matching ----
for energy in (0.02, 0.2, 0.5, 0.8, 0.95):
    for width in (1.0, 3.0, 7.0):
        _, q, _, p, u, r = waves(energy, test)
        P, Q = (p + r)**2, (u - p * r / u)**2
        x = np.exp(-2 * q * width)
        ratio = leading_T(energy, test, width) / matched_T(energy, test, width)
        assert abs(ratio - (1 + 2 * (P - Q) / (P + Q) * x + x**2)) < 1e-9
        assert abs(ratio - 1) <= 2 * x + x**2 + 1e-9
equal = (0.0, 1.0, 0.0, 1.0, 1.0, 1.0)
for energy in (0.1, 0.5, 0.8):
    q = waves(energy, equal)[1]
    width = 8 / q
    found = matched_T(energy, equal, width) * np.exp(2 * q * width)
    assert abs(found / (16 * energy * (1 - energy)) - 1) < 1e-6

# ---- time evolution of a left state on a grid ----
h, well, gap, lead = 0.1, 5.05, 3.0, 400.0
x = h * np.arange(1, int(round((well + gap + lead) / h)))
U = np.where((x > well) & (x < well + gap), 1.0, 0.0)
vals, vecs = eigh_tridiagonal(1 / h**2 + U, np.full(len(x) - 1, -0.5 / h**2),
                              select='v', select_range=(0.0, 1.5))
E_t = level(2, well, 1.0, 0.0, 1.0, 1.0)
k_t, q_t = waves(E_t, equal)[:2]
psi0 = np.where(x < well, np.sin(k_t * x),
                np.sin(k_t * well) * np.exp(-q_t * (x - well)))
psi0 /= np.linalg.norm(psi0)
prob = (vecs.T @ psi0)**2
assert prob.sum() > 0.999
times = np.linspace(100, 650, 200)
survival = abs(np.exp(-1j * np.outer(times, vals)) @ prob)**2
rate_grid = -np.polyfit(times, np.log(survival), 1)[0]
lead_t = tuned_length(k_t, k_t, q_t, lead)
rate_t = golden_rule(E_t, equal, gap, well, lead_t)[2]
# tolerance: finite barrier, grid error and small non-exponential ripples
assert abs(rate_grid / rate_t - 1) < 0.05

# ---- worked example: silicon film / flat oxide / gold, rough parameters ----
hartree = const.physical_constants['Hartree energy in eV'][0]
bohr = const.physical_constants['Bohr radius'][0]
t_au = const.physical_constants['atomic unit of time'][0]
eV, nm, cm = 1 / hartree, 1e-9 / bohr, 1e-2 / bohr
film, oxide, gold_nominal = 10.0, 1.5, 100.0
phi_si, phi_au, fermi_au = 3.1, 4.1, 5.5
m_normal, m_plane, m_ox, m_au = 0.92, 0.19, 0.42, 1.0
temperature, sheet = 300.0, 1e11
drop = phi_au - phi_si
kT = const.k * temperature / const.e * eV
L, d = film * nm, oxide * nm
contact = (0.0, phi_si * eV, -(drop + fermi_au) * eV, m_normal, m_ox, m_au)

energies, rates, gold_data = [], [], []
for n in range(1, 13):
    En = level(n, L, m_normal, 0.0, contact[1], m_ox)
    _, _, kg, _, vb, vg = waves(En, contact)
    Lg = tuned_length(kg, vg, vb, gold_nominal * nm)
    M, rho, rate = golden_rule(En, contact, d, L, Lg)
    energies.append(En)
    rates.append(rate)
    gold_data.append((Lg, M, rho))
energies, rates = np.array(energies), np.array(rates)
for n in range(4):
    assert abs(pole_rate(energies[n], contact, d, L) / rates[n] - 1) < 1e-6
boltz = np.exp(-energies / kT)
mean_rate = np.sum(boltz * rates) / boltz.sum()
current = const.e * sheet * mean_rate / t_au

E1 = energies[0]
k1, q1, kg1, v1, vb1, vg1 = waves(E1, contact)
T1 = leading_T(E1, contact, d)
eL1 = effective_length(L, k1, q1, v1, vb1)
assert abs(2 * eL1 * rates[0] / v1 / matched_T(E1, contact, d) - 1) < 1e-6

# neglected effects, as factors on the transmission at the lowest level
slices = 3000
xs = (np.arange(slices) + 0.5) * d / slices
flat = np.full(slices, contact[1])
T_flat = sliced_T(E1, contact, flat, d)
assert abs(T_flat / matched_T(E1, contact, d) - 1) < 1e-7
eps_ox, eps_si = 2.1, 11.7
r_si, r_au = -(eps_si - eps_ox) / (eps_si + eps_ox), -1.0
image = np.zeros(slices)
for j in range(100):
    power = (r_si * r_au)**j
    image += power * (r_si / (2 * j * d + 2 * xs) + r_au / (2 * j * d + 2 * (d - xs)))
    if j > 0:
        image += power / (j * d)
rounded = contact[1] + image / (2 * eps_ox)
rounded = np.maximum(rounded, np.where(xs < d / 2, contact[0], contact[2]))
image_factor = sliced_T(E1, contact, rounded, d) / T_flat
field = 1.0                                   # MV/cm
slope = field * 0.1 * eV / nm
tilted = (0.0, contact[1], contact[2] - slope * d) + contact[3:]
field_factor = sliced_T(E1, tilted, flat - slope * xs, d) / T_flat
gap_ox = 9.0
q_two_band = q1 * np.sqrt(1 - (contact[1] - E1) / (gap_ox * eV))
band_factor = np.exp(2 * (q1 - q_two_band) * d)
thin_factor = leading_T(E1, contact, d - 0.1 * nm) / T1
kp2 = 2 * m_plane * kT
moving = (0.0, contact[1] + kp2 / 2 * (1 / m_ox - 1 / m_plane),
          contact[2] + kp2 / 2 * (1 / m_au - 1 / m_plane)) + contact[3:]
plane_factor = leading_T(E1, moving, d) / T1
k_valley = 0.85 * 2 * np.pi / (0.543 * nm)
valley_factor = np.exp(-2 * (np.sqrt(q1**2 + k_valley**2) - q1) * d)
gold_filling = 1 / (np.exp((E1 + drop * eV) / kT) + 1)
side = np.array([level(n, L, m_plane, 0.0, contact[1], m_ox) for n in range(1, 9)])
Z2 = 2 * m_plane * boltz.sum()
Z4 = 4 * np.sqrt(m_plane * m_normal) * np.exp(-side / kT).sum()
share = Z2 / (Z2 + Z4)
sheet_au = sheet / cm**2
occupation = sheet_au * boltz[0] / (2 * m_plane / np.pi * kT * boltz.sum())
bending = 2 * (sheet_au / share) * L / (np.pi * eps_si)

print(f"Test: volume M / closed M = {M_volume / M_closed:.10f}")
print(f"Test: double-well splitting / 2|M| = {split_ratio:.6f}")
print(f"Test: grid decay rate = {rate_grid:.4e} a.u.")
print(f"Test: golden-rule rate = {rate_t:.4e} a.u.")
print(f"Film, oxide thickness = {film:.1f}, {oxide:.1f} nm")
print(f"Barrier from Si edge, Au Fermi level = {phi_si:.1f}, {phi_au:.1f} eV")
print(f"Au Fermi energy above its floor = {fermi_au:.1f} eV")
print(f"Au floor relative to Si edge = {contact[2] / eV:.2f} eV")
print(f"Masses Si normal, Si plane = {m_normal}, {m_plane} m_e")
print(f"Masses oxide, Au = {m_ox}, {m_au} m_e")
print(f"Temperature = {temperature:.0f} K, kT = {kT / eV:.5f} eV")
print(f"Lowest level: kL, kappa, kR = {k1*nm:.4f}, {q1*nm:.4f}, {kg1*nm:.4f} 1/nm")
speed = bohr / t_au
print(f"vL, vB, vR = {v1*speed:.4e}, {vb1*speed:.4e}, {vg1*speed:.4e} m/s")
print(f"2 kappa d = {2 * q1 * d:.4f}, exp(-2 kappa d) = {np.exp(-2*q1*d):.4e}")
print(f"Effective film length = {eL1 / nm:.4f} nm")
print(f"Strikes on barrier = {v1 / (2 * eL1) / t_au:.4e} 1/s")
print(f"Au normalization length = {gold_data[0][0] / nm:.4f} nm")
print(f"|M| = {gold_data[0][1] / eV:.4e} eV")
print(f"Au density of states, one spin = {gold_data[0][2] * eV:.4f} 1/eV")
print("Level: E (eV), prefactor, T0, rate (1/s)")
for n in range(4):
    print(f"  n={n+1}: {energies[n]/eV:.5f}, {prefactor(energies[n], contact):.4f}, "
          f"{leading_T(energies[n], contact, d):.4e}, {rates[n]/t_au:.4e}")
print(f"Lifetime of lowest level = {t_au / rates[0] * 1e6:.3f} us")
print(f"Pole rate, lowest level = {pole_rate(E1, contact, d, L)/t_au:.4e} 1/s")
for kd in (1, 2, 4):
    ratio = leading_T(E1, contact, kd / q1) / matched_T(E1, contact, kd / q1)
    print(f"kappa d = {kd}: d = {kd/q1/nm:.3f} nm, T0/T = {ratio:.6f}")
print(f"Thermal mean rate = {mean_rate / t_au:.4e} 1/s")
print(f"Sheet density, two valleys = {sheet:.1e} 1/cm2")
print(f"Current density = {current:.4e} A/cm2")
print(f"Permittivity oxide (optical), Si = {eps_ox}, {eps_si}")
print(f"Image-force factor on T = {image_factor:.3f}")
print(f"Oxide field {field:.1f} MV/cm: factor on T = {field_factor:.3f}")
print(f"Two-band oxide, gap {gap_ox:.1f} eV: exponential factor = {band_factor:.2f}")
print(f"Oxide thinner by 0.1 nm: factor on T = {thin_factor:.3f}")
print(f"In-plane energy kT: factor on T = {plane_factor:.4f}")
print(f"Other four valleys: exponential factor = {valley_factor:.2e}")
print(f"Filling of Au final state = {gold_filling:.2e}")
print(f"Share of electrons in the two valleys = {share:.3f}")
print(f"Occupation of lowest film level = {occupation:.4f}")
print(f"Film band bending, upper estimate = {bending / eV * 1e3:.2f} meV")
print(f"Gap between lowest two levels = {(energies[1]-E1)/eV*1e3:.2f} meV")
print("success")
```

Output:

```
Test: volume M / closed M = 1.0000000000
Test: double-well splitting / 2|M| = 0.999984
Test: grid decay rate = 1.3620e-03 a.u.
Test: golden-rule rate = 1.3639e-03 a.u.
Film, oxide thickness = 10.0, 1.5 nm
Barrier from Si edge, Au Fermi level = 3.1, 4.1 eV
Au Fermi energy above its floor = 5.5 eV
Au floor relative to Si edge = -6.50 eV
Masses Si normal, Si plane = 0.92, 0.19 m_e
Masses oxide, Au = 0.42, 1.0 m_e
Temperature = 300 K, kT = 0.02585 eV
Lowest level: kL, kappa, kR = 0.3117, 5.8420, 13.0656 1/nm
vL, vB, vR = 3.9226e+04, 1.6103e+06, 1.5126e+06 m/s
2 kappa d = 17.5260, exp(-2 kappa d) = 2.4465e-08
Effective film length = 10.0782 nm
Strikes on barrier = 1.9461e+12 1/s
Au normalization length = 99.9684 nm
|M| = 1.7406e-07 eV
Au density of states, one spin = 31.9996 1/eV
Level: E (eV), prefactor, T0, rate (1/s)
  n=1: 0.00402, 0.1944, 4.7555e-09, 9.2546e+03
  n=2: 0.01610, 0.3889, 9.8453e-09, 3.8317e+04
  n=3: 0.03622, 0.5836, 1.5645e-08, 9.1327e+04
  n=4: 0.06438, 0.7787, 2.2620e-08, 1.7604e+05
Lifetime of lowest level = 108.055 us
Pole rate, lowest level = 9.2546e+03 1/s
kappa d = 1: d = 0.171 nm, T0/T = 1.014569
kappa d = 2: d = 0.342 nm, T0/T = 0.999828
kappa d = 4: d = 0.685 nm, T0/T = 0.999991
Thermal mean rate = 4.2436e+04 1/s
Sheet density, two valleys = 1.0e+11 1/cm2
Current density = 6.7990e-04 A/cm2
Permittivity oxide (optical), Si = 2.1, 11.7
Image-force factor on T = 22.925
Oxide field 1.0 MV/cm: factor on T = 1.242
Two-band oxide, gap 9.0 eV: exponential factor = 27.97
Oxide thinner by 0.1 nm: factor on T = 3.217
In-plane energy kT: factor on T = 1.0436
Other four valleys: exponential factor = 5.09e-08
Filling of Au final state = 1.36e-17
Share of electrons in the two valleys = 0.419
Occupation of lowest film level = 0.0119
Film band bending, upper estimate = 1.87 meV
Gap between lowest two levels = 12.07 meV
success
```
